# Why discrete acceptors can lower a transistor's mean threshold voltage

**Question.** Two n-channel MOS transistors have the same average acceptor density. In one the acceptor charge is spread uniformly; in the other it sits on ions at random positions. An ion raises the electron barrier near itself, and a region with few ions has a lower barrier than average. Why do these opposite changes not cancel in the mean threshold voltage, which way does the mean move, and by how much?

**Answer.**

## The current does not average the barrier linearly

Below threshold, the electron density at the silicon surface is proportional to $e^{-u}$, where $u$ is the electron barrier divided by $kT$. Let $\delta u$ be the difference between the barrier with discrete acceptors and the barrier with uniform doping, at the same gate voltage. A place with $\delta u=-1$ carries $e=2.72$ times the uniform current density, while a place with $\delta u=+1$ carries $0.37$ times it. If the two places conduct side by side, their average is $1.54$, not $1$. The low barrier gains more current than the high barrier loses.

This argument needs the places to be in parallel. Suppose first that the barrier limiting the current is so short along the transport direction that $\delta u$ depends on the width coordinate $y$ alone. Each width element then conducts independently, and the current relative to the uniform device of width $w$ is

$$A=\frac{I}{I_0}=\frac1w\int_0^w e^{-\delta u(y)}\,dy .$$

To turn $A$ into a threshold shift, take the threshold as the gate voltage at which the current reaches a fixed value. The uniform device obeys $I_0\propto e^{qV_G/(mkT)}$, where $q>0$ is the elementary charge and $m$ is the slope factor. If $A$ hardly changes over the small range of gate voltage involved, keeping $AI_0$ fixed requires $\ln A+q\,\Delta V_T/(mkT)=0$, so

$$\Delta V_T=-\frac{mkT}{q}\ln A .$$

The sign of the mean follows from convexity. Let $\overline{\delta u}$ be the average across one device. A convex function lies above its tangent, so

$$e^{-\delta u}\ge e^{-\overline{\delta u}}\left[1-(\delta u-\overline{\delta u})\right].$$

Averaging over the width removes the last term and gives $A\ge e^{-\overline{\delta u}}$, or $\ln A\ge-\overline{\delta u}$. Now average over many devices, denoted by $\langle\cdots\rangle$. If $\langle\delta u\rangle=0$, then $\langle\ln A\rangle\ge0$ and $\langle\Delta V_T\rangle\le0$.

Equality holds when $\delta u$ is constant across each device. A very narrow device therefore has a threshold that varies from sample to sample, but no shift of its mean. Variation between devices is not enough; the current must have different barriers to choose from inside one device.

## Why the mean barrier stays the same

The condition $\langle\delta u\rangle=0$ is a statement about electrostatics. Let $z$ point into the silicon, with the oxide interface at $z=0$ and the gate at $z=-t$. The silicon is depleted to depth $W$; mobile charge is neglected. For uniform doping of density $N$, both potential and field vanish at the depletion edge, so

$$\psi(z)=\frac{qN}{2\varepsilon_s}(W-z)^2,\qquad \psi_s=\frac{qNW^2}{2\varepsilon_s}.$$

Measured from flat band, the gate voltage is the surface potential plus the oxide drop, $V_G=\psi_s+qNWt/\varepsilon_{ox}$. Since $W\propto\sqrt{\psi_s}$, we have $dW/d\psi_s=W/(2\psi_s)=\varepsilon_s/(qNW)$, and the slope factor is

$$m=\frac{dV_G}{d\psi_s}=1+\frac{qNt}{\varepsilon_{ox}}\frac{\varepsilon_s}{qNW}=1+\frac{\varepsilon_s t}{\varepsilon_{ox}W}.$$

Discrete charge adds a perturbation to $\psi$. If it moves the depletion edge by $\delta W$, the unperturbed potential at the new edge is of order $\delta W^2$. To first order the perturbation must therefore vanish at the old edge $z=W$. It also vanishes at the gate, whose voltage is fixed. With these two conditions the problem is linear, and the contributions of the acceptors add.

Let $g(r,z)$ be the barrier, in units of $kT$, that one acceptor at depth $z$ produces at an interface point a lateral distance $r$ away. It is positive because an acceptor ion repels electrons. To find its lateral Fourier transform $\tilde g(k,z)$, put the source at the interface and read the response at depth $z$. Exchanging source and observation point is allowed because the Poisson operator with these boundary conditions is symmetric. If $v_0$ is the response at the interface, the solutions that vanish at the two boundaries are

$$v=v_0\frac{\sinh k(W-z)}{\sinh kW}\ \text{in silicon},\qquad v=v_0\frac{\sinh k(z+t)}{\sinh kt}\ \text{in oxide}.$$

Integrating the Poisson equation across the source gives $\varepsilon_{ox}v'(0^-)-\varepsilon_s v'(0^+)=q^2/kT$. The slopes are $v'(0^-)=v_0k\coth kt$ and $v'(0^+)=-v_0k\coth kW$. Solving for $v_0$,

$$\tilde g(k,z)=\frac{q^2}{kT}\,\frac{\sinh k(W-z)/\sinh kW}{k\left[\varepsilon_s\coth kW+\varepsilon_{ox}\coth kt\right]} .$$

The value at $k=0$ is the integral of $g$ over the interface plane. There the ratio of hyperbolic sines becomes $1-z/W$, and the denominator becomes $C_d+C_{ox}$, with $C_d=\varepsilon_s/W$ and $C_{ox}=\varepsilon_{ox}/t$. Integrating over depth gives the mean barrier due to acceptors,

$$N\int g\,d^3r=\frac{q^2N}{kT}\int_0^W\frac{1-z/W}{C_d+C_{ox}}\,dz=\frac{q^2NW}{2kT(C_d+C_{ox})}.$$

Uniform charge of the same density gives the same integral, because the response is linear. Hence $\langle\delta u\rangle=0$ in this model. The lowering does not come from a lower mean barrier.

## The average over random acceptors

In a very wide device the width average samples all local arrangements of ions, so $A$ tends to the ensemble average $\langle e^{-\delta u}\rangle$. This can be found without assuming a Gaussian barrier distribution.

Divide the depletion layer into small cells of volume $dV$. For independently placed acceptors, a cell is occupied with probability $N\,dV$. An occupied cell multiplies $e^{-u}$ by $e^{-g}$, and an empty one by $1$. The mean factor per cell is $1+N\,dV(e^{-g}-1)$. Multiplying over all cells and letting their size go to zero gives

$$\left\langle e^{-\sum g}\right\rangle=\exp\left[N\int(e^{-g}-1)\,d^3r\right].$$

Since $\delta u=\sum g-N\int g\,d^3r$, restoring the mean gives

$$\langle e^{-\delta u}\rangle=e^{S},\qquad S=N\int\left(e^{-g}-1+g\right)d^3r,\qquad \Delta V_T\to-\frac{mkT}{q}S .$$

Let $f(g)=e^{-g}-1+g$. It vanishes at $g=0$ and its derivative $1-e^{-g}$ is positive for $g>0$, so $S>0$.

For weak barriers, $f\simeq g^2/2$. The barrier variance is $\sigma^2=N\int g^2d^3r$, because each cell contributes $N\,dV\,g^2$ to leading order in $dV$. The weak limit is thus $S\simeq\sigma^2/2$, the result for a Gaussian barrier. For repulsive ions of finite strength this is too large: the derivative of $g^2/2-f$ is $g-1+e^{-g}=f>0$, so $f<g^2/2$.

The formula also shows what path selection means. Weight each arrangement of ions by the current it passes at the observation point. An occupied cell acquires the extra weight $e^{-g}$, so the acceptor density seen by the current is $Ne^{-g}$ instead of $N$. Current is concentrated where nearby acceptors happen to be missing. Conversely, an ion with a very high barrier can do no more than block its own surroundings; making the peak still higher removes almost no further current. The same charge spread uniformly would raise the barrier everywhere.

## Numbers for a short barrier

Take $N=2\times10^{18}\ \mathrm{cm^{-3}}$, $t=2$ nm, $\psi_s=0.90$ V and $T=300$ K, with relative permittivities $11.7$ for silicon and $3.9$ for oxide. These are round model parameters. The depletion depth is $W=24.12$ nm, and

$$m=1+\frac{11.7\times2}{3.9\times24.12}=1.249 .$$

Close to an ion, large $k$ matters. Both hyperbolic cotangents then tend to $1$, and the ratio of hyperbolic sines tends to $e^{-kz}$. The inverse transform of $e^{-kz}/k$ is $1/(2\pi\sqrt{r^2+z^2})$, so the barrier is Coulombic,

$$g\simeq\frac{q^2}{2\pi(\varepsilon_s+\varepsilon_{ox})kT\sqrt{r^2+z^2}}=\frac{7.14\ \text{nm}}{\sqrt{r^2+z^2}} .$$

An ion a few nanometres from the observation point can thus produce a barrier above $kT$, although the gate reduces the Coulomb value. The weak-barrier expansion is not safe here.

The inverse Fourier transform of $\tilde g$ and the integrals over acceptor positions were evaluated by numerical quadrature. They give

$$N\int g\,d^3r=6.934,\qquad \sigma^2=2.418,\qquad S=0.702 .$$

The standard deviation of the local barrier is $40.2$ meV. In a wide device the current is $e^{0.702}=2.02$ times that of the uniform device, and with $kT/q=25.85$ mV the shift is

$$\Delta V_T=-1.249\times25.85\ \text{mV}\times0.702=-22.7\ \text{mV}.$$

The Gaussian estimate uses $\sigma^2/2=1.209$ instead of $S$ and gives $-39.0$ mV, about $1.7$ times as much. It has the right sign but treats the strong repulsive peaks badly.

The separate terms of $S$ are informative. With the gate voltage and the depletion edge held fixed, uniform acceptor charge reduces the logarithm of the current by $6.934$. Discrete acceptors reduce the logarithm of the mean current by $N\int(1-e^{-g})d^3r=6.934-0.702=6.232$. Discreteness makes the same charge a slightly less effective obstacle, and the difference is $S$.

## Finite width

A finite device samples only part of the barrier distribution. For weak variation, expand $A$ to second order and then take its logarithm:

$$\ln A\simeq-\overline{\delta u}+\frac12\left(\overline{\delta u^2}-\overline{\delta u}^{\,2}\right),\qquad \langle\ln A\rangle\simeq\frac12\left(\sigma^2-\langle\overline{\delta u}^{\,2}\rangle\right).$$

Variation inside a device lowers the mean threshold; variation of the device average does not. As the width grows, $\overline{\delta u}$ fluctuates less and more of $\sigma^2$ becomes available for selection.

For the actual barriers, acceptors were placed at random and $\delta u$ was evaluated every 2 nm along 160 lines, each 200 nm long. Shorter devices were cut from the same lines. The mean shift was obtained from $\ln A+\overline{\delta u}$, which has the same expectation as $\ln A$ but less sampling noise. The uncertainties are standard errors.

| Width (nm) | Mean shift (mV) | Threshold standard deviation (mV) |
|---:|---:|---:|
| 10 | $-5.8\pm0.3$ | 36 |
| 50 | $-14.9\pm0.5$ | 23 |
| 200 | $-20.6\pm0.6$ | 13 |

The shift grows with width towards $-22.7$ mV, while the spread falls. At 10 nm the sample-to-sample spread is about six times the mean shift; at 200 nm the mean shift is the larger of the two. A single narrow transistor can therefore have a higher threshold than its uniform counterpart even though the mean is lower.

In the 200 nm devices, half the current passes through the most conductive $20\%$ of the width, on average. With a uniform barrier, half the current would need half the width.

## When the barrier is long

Along a channel of finite length, electrons must also pass obstacles in series. Let $F$ be the electron quasi-Fermi energy divided by $kT$, and define $\Phi=e^F$. For uniform mobility, the current density is proportional to $e^{-\delta u}e^F\nabla F=e^{-\delta u}\nabla\Phi$. Current conservation therefore requires

$$\nabla\cdot\left(e^{-\delta u}\nabla\Phi\right)=0 .$$

This is the equation of a sheet with local conductivity $e^{-\delta u}$. If $\delta u$ varies only across the width, the parallel average used above is recovered. If it varies only along the channel, resistances add:

$$A=\left[\frac1L\int_0^L e^{\delta u(x)}dx\right]^{-1},\qquad \ln A\le-\overline{\delta u}.$$

The inequality is the previous one with $\delta u$ replaced by $-\delta u$. Now the mean threshold rises, because the current cannot avoid the high barriers.

A general weak barrier contains both kinds of variation. Consider a rectangle of length $L$ and width $w$, with $\Phi=1$ at the source, $\Phi=0$ at the drain and no current through the sides. Rescaling the drop in $\Phi$ does not affect $A$. Write $\Phi=1-x/L+\chi/L$, where $\chi$ vanishes at both contacts. The conductance is the minimum of the dissipation, so with a bar now denoting an area average,

$$A=\min_\chi\overline{e^{-\delta u}\,\left|-\hat{\mathbf x}+\nabla\chi\right|^2}.$$

Since $\chi$ is of first order in $\delta u$ and $\overline{\partial_x\chi}=0$, expansion to second order gives

$$A\simeq1-\overline{\delta u}+\tfrac12\overline{\delta u^2}+\min_\chi\left[\overline{|\nabla\chi|^2}+2\,\overline{\delta u\,\partial_x\chi}\right].$$

Expand $\delta u$ in modes $a\cos k_xx\cos k_yy$, with $k_x=m_x\pi/L$ and $k_y=m_y\pi/w$, where $m_x$ and $m_y$ are non-negative integers. The matching modes of $\chi$ are $b\sin k_xx\cos k_yy$. Let $c$ be the area average of $\cos^2k_xx\cos^2k_yy$ and $P=ca^2$ the mean square of the barrier mode. For $k_x\ne0$, one mode contributes $c[(k_x^2+k_y^2)b^2+2k_xab]$ to the bracket. Its minimum lies at $b=-ak_x/(k_x^2+k_y^2)$ and equals $-Pk_x^2/(k_x^2+k_y^2)$. For $k_x=0$ there is no correction, and this expression correctly gives zero.

Taking the logarithm subtracts $\overline{\delta u}^{\,2}/2$, which removes the constant mode from the quadratic sum. The result is

$$\ln A\simeq-\overline{\delta u}+\frac12\sum_{(k_x,k_y)\ne(0,0)}\frac{k_y^2-k_x^2}{k_x^2+k_y^2}\,P(k_x,k_y).$$

Variation across the width enters with weight $+\tfrac12$, and variation along the channel with weight $-\tfrac12$. In a square with statistically isotropic barriers, exchanging $k_x$ and $k_y$ leaves $\langle P\rangle$ unchanged, so the mean shift cancels at this order.

The acceptor barriers considered here are not weak, so the sheet equation was solved numerically. Twenty random barrier fields, each 50 nm by 50 nm, were sampled on a 1 nm grid; barriers above $40kT$ were cut off in the flow calculation. The smaller sheets were cut from these fields, and current was sent along each of the two in-plane axes in turn.

| Length × width (nm) | Mean shift (mV) |
|---:|---:|
| 10 × 50 | $-12.1\pm1.1$ |
| 50 × 50 | $-2.9\pm0.6$ |
| 50 × 10 | $+9.8\pm1.1$ |

The short, wide sheet keeps most of the lowering found for a 50 nm wide line. The square keeps little of it, and the long, narrow sheet has a raised mean threshold. With the same acceptors and the same mean barrier, geometry thus decides the sign when one side is comparable to the distance over which the barrier varies. When both sides are much larger, the two kinds of variation nearly cancel and the aspect ratio matters little: on a 2 nm grid, sheets of length × width 200 × 100, 200 × 200 and 100 × 200 nm give about $-1.5$, $-2.4$ and $-3.6$ mV.

At second order the mean shift of the square cancels, so its small negative shift comes from higher orders. The calculation does not separate their contributions. On a 2 nm grid the same fields give $-2.7\pm0.5$ mV, so the remainder is not sensitive to this change of grid.

## What the numbers leave out

The sheets have a flat average barrier, and their source and drain do not screen the acceptors. In a short transistor both assumptions fail: the barrier has a curved top, and the contacts reduce the range of each ion's potential. The electrons are also confined to the interface plane, with no quantum spreading in depth. This is not a small matter: the surface field of $0.75$ MV/cm puts the electron centroid about 1.3 to 2.2 nm below the interface, depending on the valley, and evaluating $S$ at a point at those depths gives a wide-device shift of about $-32$ to $-38$ mV instead of $-22.7$ mV. The numerical shifts belong to this idealized device.

The depletion edge was treated to first order. Its second-order motion could change the mean barrier itself and add a shift not included here. A rough estimate gives a further lowering of 1 to 5 mV, depending on how close to the edge the ions are counted; this is as large as the shift found for the square sheet. Near and above threshold, mobile electrons screen the ions, and the factor $A$ can no longer be treated as independent of gate voltage. Correlated acceptor positions would require a different average from the one that gives $S$.

Within these limits, a sizeable lowering needs three things: barrier variation inside the device, enough parallel paths for the current to avoid the high parts, and a barrier short enough along the channel that variation in series does not cancel the gain.
